**Random nucleation and circular growth in a periodic cell: KAI law and finite-size effects**

The program simulates discs that nucleate at random at rate J per area and time and grow at wall speed v in a periodic L × L cell, and finds the switched area from a first-arrival map that counts each site once. The result under test is the mean unswitched fraction q(t) = exp[−J∫₀ᵗ A_L(vs) ds], where A_L(r) is the area within periodic distance r of a point; for initial nuclei of density N it is exp[−N A_L(vt)]. Lengths are in ξ = (v/J)^{1/3} and times in τ = ξ/v. The program asserts that simulated means agree with these laws within 4.5 standard errors, that deleting phantom nuclei leaves the map of a sample run unchanged, and that the scatter between runs matches a two-site formula. For L = 8 the fitted exponents are 3.009 ± 0.007 (constant rate) and 2.006 ± 0.003 (initial nuclei). For L = 1 the KAI law fails: the exponent between 1 and 3 τ is 1.33 ± 0.02, and one nucleus switches the whole cell in 68% of the runs. Fixing the number of initial nuclei at four, instead of drawing it with mean four, lowers q from 0.134 to 0.061 in the case computed.

## Numerical verification

```python
# Random nucleation and circular growth on a periodic L x L cell.
# Result under test: the mean unswitched fraction is
#   q(t) = exp(-J * integral_0^t A_L(v s) ds)   (constant nucleation rate J)
#   q(t) = exp(-N * A_L(v t))                   (initial nuclei, density N)
# with A_L(r) the area within periodic distance r of a point, v the wall speed.
# For v t <= L/2 these are the KAI laws with exponents 3 and 2.
# Reduced units: J = v = 1 (length xi, time tau); N = 1 for initial nuclei.
import numpy as np
from math import gamma, pi, sqrt, log, exp, asinh
from scipy.integrate import quad
from scipy.optimize import brentq

rng = np.random.default_rng(20417)
SIGMAS = 4.5  # statistical tolerance in standard errors


def gap(a, b, L):
    g = np.abs(a - b)
    return np.minimum(g, L - g)


def arrival_map(birth, x, y, L, G):
    """First time at which any disc reaches each of the G x G sites."""
    if birth.size == 0:
        return np.full((G, G), np.inf)
    c = (np.arange(G) + 0.5) * L / G
    dx2 = gap(x[:, None], c[None, :], L) ** 2
    dy2 = gap(y[:, None], c[None, :], L) ** 2
    dist = np.sqrt(dx2[:, :, None] + dy2[:, None, :])
    return (birth[:, None, None] + dist).min(axis=0)


def real_nuclei(birth, x, y, L):
    """True for nuclei born in area that is still unswitched."""
    dist = np.hypot(gap(x[:, None], x[None, :], L),
                    gap(y[:, None], y[None, :], L))
    return (birth[None, :] + dist >= birth[:, None]).all(axis=1)


def unswitched(field, times):
    s = np.sort(field, axis=None)
    return 1.0 - np.searchsorted(s, times, side="right") / s.size


def draw_nuclei(L, horizon):
    n = rng.poisson(L * L * horizon)
    return rng.uniform(0, horizon, n), rng.uniform(0, L, n), rng.uniform(0, L, n)


def run_constant_rate(L, G, times, runs, horizon, t_ext=1.2):
    q = np.empty((runs, len(times)))
    count = np.empty(runs)
    ext = np.empty((runs, 2))
    for k in range(runs):
        b, x, y = draw_nuclei(L, horizon)
        keep = real_nuclei(b, x, y, L)
        q[k] = unswitched(arrival_map(b[keep], x[keep], y[keep], L, G), times)
        count[k] = keep.sum()
        area = pi * np.clip(t_ext - b, 0, None) ** 2 / L**2
        ext[k] = area.sum(), area[keep].sum()
    return q, count, ext


def run_initial(L, G, times, runs, fixed=None):
    q = np.empty((runs, len(times)))
    for k in range(runs):
        n = rng.poisson(L * L) if fixed is None else fixed
        x, y = rng.uniform(0, L, n), rng.uniform(0, L, n)
        q[k] = unswitched(arrival_map(np.zeros(n), x, y, L, G), times)
    return q


def mean_err(a):
    return a.mean(axis=0), a.std(axis=0, ddof=1) / sqrt(len(a))


def agrees(a, target):
    m, e = mean_err(a)
    return bool(np.all(np.abs(m - target) < SIGMAS * e))


def slope(q, times):
    u = np.log(times) - np.log(times).mean()
    return np.log(-np.log(q)) @ (u / (u @ u))


def exponent(q, times):
    m = len(q)
    left_out = slope((q.sum(axis=0) - q) / (m - 1), times)
    return slope(q.mean(axis=0), times), sqrt((m - 1) * left_out.var())


def lens(d, r1, r2):
    """Common area of two discs that partly overlap."""
    a = r1**2 * np.arccos((d**2 + r1**2 - r2**2) / (2 * d * r1))
    b = r2**2 * np.arccos((d**2 + r2**2 - r1**2) / (2 * d * r2))
    s = (r1 + r2 - d) * (d + r1 - r2) * (d - r1 + r2) * (d + r1 + r2)
    return a + b - 0.5 * np.sqrt(s)


def disc_area(r, L):
    if r <= L / 2:
        return pi * r * r
    if r >= L / sqrt(2):
        return L * L
    seg = r * r * np.arccos(L / (2 * r)) - L / 2 * sqrt(r * r - L * L / 4)
    return pi * r * r - 4 * seg


def extended(t, L):
    return quad(disc_area, 0, t, args=(L,), limit=200)[0]


def kai(t):
    return np.exp(-pi * np.asarray(t) ** 3 / 3)


# Physical scales of the model film
v_si, J_si = 1.0, 1e-6  # nm/ns, 1/(nm^2 ns)
xi, tau = (v_si / J_si) ** (1 / 3), (J_si * v_si**2) ** (-1 / 3)
t_half = (3 * log(2) / pi) ** (1 / 3)
half_ns = brentq(lambda t: J_si * quad(lambda s: pi * (v_si * s) ** 2, 0, t)[0]
                 - log(2), 1, 1000)
assert abs(half_ns - t_half * tau) < 1e-6
print(f"wall speed {v_si:.1f} nm/ns, rate {J_si:.0e} /(nm^2 ns)")
print(f"xi = {xi:.1f} nm, tau = {tau:.1f} ns")
print(f"KAI half-switching time {t_half:.4f} tau = {half_ns:.1f} ns")

# Two discs across the boundary: union without double counting
b2, x2, y2 = np.array([0, 0.05]), np.array([0.95, 0.20]), np.array([0.5, 0.6])
t2 = 0.30
r2 = t2 - b2
d2 = float(np.hypot(gap(x2[0], x2[1], 1.0), gap(y2[0], y2[1], 1.0)))
naive = pi * (r2**2).sum()
union = naive - lens(d2, r2[0], r2[1])
grid_area = {G: (arrival_map(b2, x2, y2, 1.0, G) <= t2).mean() for G in (50, 1000)}
assert abs(grid_area[1000] - union) < 2e-4  # lattice counting error
assert naive - union > 0.01
print(f"two discs, L=1: radii {r2[0]:.2f}, {r2[1]:.2f}; distance {d2:.4f}")
print(f"  sum of areas {naive:.5f}, exact union {union:.5f}")
print(f"  map area: 50x50 {grid_area[50]:.5f}, 1000x1000 {grid_area[1000]:.5f}")

# Phantom nuclei do not alter the arrival map
b, x, y = draw_nuclei(8.0, 2.5)
keep = real_nuclei(b, x, y, 8.0)
diff = np.abs(arrival_map(b, x, y, 8.0, 64)
              - arrival_map(b[keep], x[keep], y[keep], 8.0, 64)).max()
assert diff < 1e-12 and keep.sum() < b.size
print(f"one run, L=8: {b.size} nuclei drawn, {keep.sum()} real")
print(f"  largest map change without phantoms {diff:.1e} tau")

# Periodic disc area and mean periodic distance, from their definitions
h = 0.5 / 200000
xs = (np.arange(200000) + 0.5) * h
for r in (0.3, 0.6, 0.8):
    column = np.minimum(0.5, np.sqrt(np.clip(r * r - xs * xs, 0, None)))
    assert abs(4 * h * column.sum() - disc_area(r, 1.0)) < 1e-6
mean_dist = (sqrt(2) + asinh(1)) / 6
by_area = quad(lambda r: 1 - disc_area(r, 1.0), 0, 1 / sqrt(2), limit=200)[0]
c = (np.arange(1000) + 0.5) / 1000 - 0.5
by_points = np.hypot(c[:, None], c[None, :]).mean()
assert abs(by_area - mean_dist) < 1e-6 and abs(by_points - mean_dist) < 1e-5
print(f"mean periodic distance {mean_dist:.5f} L")

# Large cell, constant rate
window = np.geomspace(0.5, 1.2, 8)
times = np.append(window, t_half)
q8, n8, ext8 = run_constant_rate(8.0, 64, times, 700, 2.5)
assert agrees(q8, kai(times))
m, e = mean_err(q8)
print(f"constant rate, L=8, {len(q8)} runs: t/tau, q, error, KAI")
for k in (0, 3, 5, 7):
    print(f"  {times[k]:.3f}  {m[k]:.4f}  {e[k]:.4f}  {kai(times[k]):.4f}")
n3, e3 = exponent(q8[:, :8], window)
assert abs(n3 - 3) < SIGMAS * e3 and e3 < 0.05
print(f"exponent, constant rate: {n3:.3f} +- {e3:.3f}")
usable = np.all((q8 > 0) & (q8 < 1), axis=1)
single = slope(q8[usable][:, :8], window)
print(f"  single runs: mean {single.mean():.2f}, s.d. {single.std(ddof=1):.2f}"
      f" ({usable.sum()} usable)")
n_real = 64 * gamma(4 / 3) * (3 / pi) ** (1 / 3)
assert agrees(n8, n_real)
print(f"real nuclei per run {n8.mean():.2f} +- {mean_err(n8)[1]:.2f},"
      f" formula {n_real:.2f}")
x_all = pi * 1.2**3 / 3
x_real = pi * quad(lambda s: float(kai(s)) * (1.2 - s) ** 2, 0, 1.2)[0]
assert agrees(ext8, np.array([x_all, x_real]))
assert exp(-x_real) - m[7] > 6 * e[7]
print(f"extended area at 1.2 tau: all {ext8[:, 0].mean():.3f}"
      f" (formula {x_all:.3f})")
print(f"  real only {ext8[:, 1].mean():.3f} (formula {x_real:.3f})")
print(f"  exp(-X): all {exp(-x_all):.4f}, real only {exp(-x_real):.4f}")

# Large cell, initial nuclei
win2 = np.geomspace(0.25, 0.75, 8)
s8 = run_initial(8.0, 64, win2, 700)
assert agrees(s8, np.exp(-pi * win2**2))
n2, e2 = exponent(s8, win2)
assert abs(n2 - 2) < SIGMAS * e2 and e2 < 0.05
print(f"exponent, initial nuclei: {n2:.3f} +- {e2:.3f} ({len(s8)} runs)")

# Run-to-run scatter at half switching from the two-site survival probability
node, weight = np.polynomial.legendre.leggauss(80)
d = t_half * (node + 1)
K = np.empty_like(d)
for i, di in enumerate(d):
    half_span = (t_half - di / 2) / 2
    s = di / 2 + half_span * (node + 1)
    K[i] = half_span * (weight * lens(di, s, s)).sum()
var_L2 = 0.25 * t_half * (weight * 2 * pi * d * np.expm1(K)).sum()
q4, _, _ = run_constant_rate(4.0, 32, times, 2000, 2.5)
print("scatter of q at half switching: L/xi, simulated s.d., formula")
for L, data in ((8.0, q8), (4.0, q4)):
    dev2 = (data[:, 8] - data[:, 8].mean()) ** 2
    assert agrees(dev2, var_L2 / L**2)
    print(f"  {L:.0f}  {sqrt(dev2.mean()):.4f}  {sqrt(var_L2) / L:.4f}")

# Wrap-around in the mean: small cells
print("q when wrap-around begins (t = L/2v): L/xi, q")
for L in (1, 2, 4, 8):
    print(f"  {L}  {exp(-extended(L / 2, L)):.2e}")
tm = np.array([1.0, 1.5])
qm, _, _ = run_constant_rate(2.0, 16, tm, 5000, 6.0)
target = np.array([exp(-extended(t, 2.0)) for t in tm])
assert agrees(qm, target) and abs(target[0] - kai(1.0)) < 1e-7
m, e = mean_err(qm)
assert m[1] - kai(1.5) > 6 * e[1]
print(f"L=2, {len(qm)} runs: t/tau, q, error, periodic law, KAI")
for k in range(2):
    print(f"  {tm[k]:.1f}  {m[k]:.4f}  {e[k]:.4f}  {target[k]:.4f}  {kai(tm[k]):.4f}")

ts = np.array([1.0, 2.0, 3.0])
qs, ns, _ = run_constant_rate(1.0, 8, ts, 8000, 12.0)
late = np.exp(-(ts - mean_dist))
assert agrees(qs, late)
assert np.allclose([exp(-extended(t, 1.0)) for t in ts], late, atol=1e-6)
m, e = mean_err(qs)
assert m[0] - kai(1.0) > 10 * e[0]
print(f"L=1, {len(qs)} runs: t/tau, q, error, late law, KAI")
for k in range(3):
    print(f"  {ts[k]:.1f}  {m[k]:.4f}  {e[k]:.4f}  {late[k]:.4f}  {kai(ts[k]):.1e}")
ends = ts[[0, 2]]
n1, e1 = exponent(qs[:, [0, 2]], ends)
n1_law = slope(late[[0, 2]], ends)
assert abs(n1 - n1_law) < SIGMAS * e1 and n1 < 2
step = 1e-3
for t in (1.0, 3.0):
    up, down = extended(t * exp(step), 1.0), extended(t * exp(-step), 1.0)
    assert abs(log(up / down) / (2 * step) - t / (t - mean_dist)) < 1e-4
print(f"  exponent from 1 to 3 tau: {n1:.3f} +- {e1:.3f}, law {n1_law:.3f}")
print(f"  local exponent at 1 tau {1 / (1 - mean_dist):.3f},"
      f" at 3 tau {3 / (3 - mean_dist):.3f}")
one = (ns == 1).astype(float)
assert agrees(one, exp(-mean_dist))
print(f"  switched by one nucleus: {one.mean():.4f} +- {mean_err(one)[1]:.4f},"
      f" formula {exp(-mean_dist):.4f}")

# Fixed against Poisson number of initial nuclei, on a very coarse 4x4 grid
tf = np.array([0.8])
qf, qp = run_initial(2.0, 4, tf, 6000, fixed=4), run_initial(2.0, 4, tf, 6000)
fixed_law = (1 - disc_area(0.8, 2.0) / 4) ** 4
poisson_law = exp(-disc_area(0.8, 2.0))
assert agrees(qf, fixed_law) and agrees(qp, poisson_law)
print("initial nuclei, L=2, radius 0.8, 4x4 sites: q, error, formula")
for name, data, law in (("exactly 4", qf, fixed_law), ("mean 4", qp, poisson_law)):
    m, e = mean_err(data)
    print(f"  {name}: {m[0]:.4f}  {e[0]:.4f}  {law:.4f}")
print("OK")
```

Running it gives:

```
wall speed 1.0 nm/ns, rate 1e-06 /(nm^2 ns)
xi = 100.0 nm, tau = 100.0 ns
KAI half-switching time 0.8715 tau = 87.1 ns
two discs, L=1: radii 0.30, 0.25; distance 0.2693
  sum of areas 0.47909, exact union 0.38436
  map area: 50x50 0.38080, 1000x1000 0.38440
one run, L=8: 157 nuclei drawn, 60 real
  largest map change without phantoms 0.0e+00 tau
mean periodic distance 0.38260 L
constant rate, L=8, 700 runs: t/tau, q, error, KAI
  0.500  0.8777  0.0011  0.8773
  0.728  0.6681  0.0021  0.6680
  0.934  0.4248  0.0026  0.4255
  1.200  0.1628  0.0021  0.1637
exponent, constant rate: 3.009 +- 0.007
  single runs: mean 3.05, s.d. 0.19 (700 usable)
real nuclei per run 56.43 +- 0.21, formula 56.28
extended area at 1.2 tau: all 1.816 (formula 1.810)
  real only 1.679 (formula 1.674)
  exp(-X): all 0.1637, real only 0.1874
exponent, initial nuclei: 2.006 +- 0.003 (700 runs)
scatter of q at half switching: L/xi, simulated s.d., formula
  8  0.0657  0.0671
  4  0.1328  0.1342
q when wrap-around begins (t = L/2v): L/xi, q
  1  8.77e-01
  2  3.51e-01
  4  2.30e-04
  8  7.82e-30
L=2, 5000 runs: t/tau, q, error, periodic law, KAI
  1.0  0.3487  0.0041  0.3509  0.3509
  1.5  0.0536  0.0023  0.0529  0.0292
L=1, 8000 runs: t/tau, q, error, late law, KAI
  1.0  0.5449  0.0051  0.5393  3.5e-01
  2.0  0.2029  0.0043  0.1984  2.3e-04
  3.0  0.0724  0.0028  0.0730  5.3e-13
  exponent from 1 to 3 tau: 1.333 +- 0.016, law 1.315
  local exponent at 1 tau 1.620, at 3 tau 1.146
  switched by one nucleus: 0.6811 +- 0.0052, formula 0.6821
initial nuclei, L=2, radius 0.8, 4x4 sites: q, error, formula
  exactly 4: 0.0612  0.0008  0.0612
  mean 4: 0.1292  0.0023  0.1339
OK
```
